Coincidence and the Two-Valued Count Rate of a Liquid Particle Counter, part 1

(Sections cited here and not found follow in the second part.)

An optical liquid particle counter sends liquid through a capillary crossed by a thin sheet of light. A particle in the light scatters or blocks some of it, and the detector gives a signal. The counter is meant to turn the rate of such signals into a concentration. Difficulties begin when a second particle arrives before the first has left.

The lit part of the capillary is the sensing volume V. It fills the whole cross-section, so all the liquid passes through it, entering by the upstream face and leaving by the downstream face. The liquid carries c particles per unit volume and flows at the steady volume rate Q.

The model makes these assumptions. The particles are points that move with the liquid, and their positions are independent and uniformly random. The liquid is incompressible. The sensing volume has sharp edges, and every particle inside it is seen. The signal is on whenever at least one particle is inside, and it switches off at once when the last one leaves. An unbroken stretch of signal is called a pulse, and the counter books one particle for each pulse, whatever the number of particles that made it.

The problem is one of counting and flow, so no electromagnetic units enter. The task is to find how often the volume holds a single particle, what rate the counter reports, and whether that rate determines the concentration.

## First half: occupancy and count rates

**(a) Find the probability that the sensing volume holds n particles at a given moment, and in particular the probability P₁ that it holds a single one. Show also that the numbers in two separate volumes of liquid are independent.**

Solution. Take a large sample of liquid, of volume Ω, containing N particles, so that c = N/Ω. One particle lies in V with probability

p = V/Ω.

The particles are placed independently. The probability that n chosen particles are inside and the other N − n are outside is pⁿ(1 − p)ᴺ⁻ⁿ, and the n particles can be chosen in N!/[n!(N − n)!] ways. Hence

P(n) = {N!/[n!(N − n)!]} pⁿ (1 − p)ᴺ⁻ⁿ.

The mean number in the volume is

μ = Np = NV/Ω = cV.

Now let the sample grow at fixed concentration. Then N → ∞ while μ stays fixed, and p = μ/N. Inserting this and grouping the factors gives

P(n) = (μⁿ/n!) × {N(N − 1)…(N − n + 1)/Nⁿ} × (1 − μ/N)ᴺ × (1 − μ/N)⁻ⁿ.

The factor in braces is a product of n terms, each of which tends to 1. The last factor also tends to 1, because n is fixed. For the remaining power, take the logarithm:

N ln(1 − μ/N) = −μ − μ²/(2N) − … → −μ.

The result is the Poisson distribution,

P(n) = μⁿ exp(−μ)/n!.

Its first two members are

P₀ = exp(−μ),

P₁ = μ exp(−μ).

The correction for a finite sample is of relative order 1/N at fixed μ and n, which is negligible when the sample contains many thousands of particles.

The two factors of P₁ have plain meanings. The factor μ says that more particles make it more likely to find one. The factor exp(−μ) says that more particles also make it more likely that others are there too. For small μ,

P₁ ≈ μ − μ²,

so the first loss is quadratic in the concentration. For large μ the exponential wins and P₁ tends to zero: the volume is then nearly always occupied, but seldom by one particle.

For the second part of the question, take two volumes of liquid that do not overlap, with p = μ/N and q = ν/N the chances that a given particle lies in the first or the second. The probability of n particles in the first and m in the second is

P(n, m) = {N!/[n! m! (N − n − m)!]} pⁿ qᵐ (1 − p − q)ᴺ⁻ⁿ⁻ᵐ.

The same limit is taken as before. The ratio N!/(N − n − m)!, divided by Nⁿ⁺ᵐ, tends to 1, and the last power tends to exp(−μ − ν). Therefore

P(n, m) → [μⁿ exp(−μ)/n!] × [νᵐ exp(−ν)/m!].

The joint probability is a product, so the two numbers are independent. The argument extends in the same way to more than two volumes. This independence carries most of what follows.

**(b) Find the rate R of pulses, which is the rate that the counter reports. Relate it to P₁, and explain the relation by a balance between filling and emptying. How many particles does a pulse contain on average, and how long does it last?**

Solution. In a time t the volume Qt of liquid enters the light. It contains cQt particles on average, so particles enter at the mean rate

λ = cQ.

A particle starts a new pulse if it finds the sensing volume empty. If another particle is already inside, the signal is on and merely stays on.

Consider the short interval from t to t + dt. The liquid inside V at time t has volume V. The liquid that enters during dt has volume Q dt, and it is different liquid. By part (a) the particle numbers in these two portions are independent. The first portion is empty with probability exp(−cV). The second holds one particle with probability cQ dt, up to terms of order dt². The probability that a pulse starts during dt is the product, exp(−cV) cQ dt, and the rate of pulses is

R = cQ exp(−cV) = λ exp(−μ).

Nothing in this argument required all the liquid to move at one speed. In a capillary the liquid near the wall is slower than that on the axis, but the liquid inside and the liquid about to enter are still separate portions. The formula therefore holds for any steady velocity profile that carries the liquid in at one face and out at the other.

Since c = μ/V, the rate can be written

R = (Q/V) μ exp(−μ) = (Q/V) P₁.

The reported rate is thus proportional to the probability of single occupancy. The reason can be seen from the way a pulse ends. A pulse may contain many particles, but it ends when the last of them leaves, and just before that moment the volume holds one particle.

To make this quantitative, suppose that one particle is inside. Its position is uniformly distributed over V. During dt the liquid that leaves through the downstream face has volume Q dt, so the particle leaves with probability Q dt/V. The rate at which the volume becomes empty is therefore

(probability of one particle) × (exit rate) = P₁ Q/V.

The rate at which an empty volume becomes occupied is λP₀. Fillings and emptyings alternate, so their long-run rates are equal:

λP₀ = P₁ Q/V.

Both sides equal cQ exp(−cV), as they must.

The quantity V/Q that appears here is a time,

T = V/Q.

If all the liquid moves at one speed, which is called plug flow, T is the time every particle spends in the light. For other profiles it is the mean of that time over the entering particles. This follows from a count of particles: the mean number inside, cV, equals the entry rate cQ times the mean stay.

Particles enter at the rate λ and pulses start at the rate R, so the mean number of particles per pulse is

λ/R = exp(μ).

For the mean duration D of a pulse, note that the signal is on for the fraction 1 − P₀ of the time. This fraction is also the number of pulses per unit time multiplied by the mean duration, RD. Hence

D = [1 − exp(−μ)]/[λ exp(−μ)] = [exp(μ) − 1]/λ = T [exp(μ) − 1]/μ,

where λ = μ/T was used in the last step. For μ → 0 this gives D → T, the mean passage of a single particle. For large μ the pulses become few and very long. The counter then reports a low rate because its signal hardly ever switches off.

**(c) A pulse is called clean if it is made by one particle alone. Find the rate R₁ of clean pulses in plug flow. Is it the same as R?**

Solution. In plug flow every particle stays in the light for the time T. Let a particle enter at time t. It makes a clean pulse if two conditions hold:

- no other particle entered between t − T and t, since such a particle would still be inside;
- no other particle enters between t and t + T, since it would arrive before the first one has left.

The two intervals have the total length 2T. The liquid that enters during them has volume 2QT = 2V, and the mean number of particles in it is 2cV = 2μ. The given particle has no influence on the others, because all positions are independent. The probability that no other particle enters is therefore exp(−2μ), and

R₁ = λ exp(−2μ).

This differs from R. The pulse rate requires an empty volume at the moment of entry and so carries one factor exp(−μ). The clean rate requires in addition that nobody follows too soon, which gives the second factor. The clean share of all pulses is

R₁/R = exp(−μ).

The phrase "single-particle rate" can therefore mean two things. It can mean the rate R of events that the counter books as one particle, or the rate R₁ of events that one particle did make. The first is what a simple counter displays. The second matters when the pulse height is used to find the particle size, because a merged pulse can give a false size.

The probability P₁ has to be kept apart from both statements. It is the fraction of time with one particle inside, and some of this time belongs to merged pulses, for instance before the second particle has come in. Clean pulses account for the fraction R₁T = μ exp(−2μ) of all time. Divided by P₁ = μ exp(−μ), this gives exp(−μ). In plug flow, then, the share exp(−μ) of the singly occupied time comes from clean pulses.

**(d) Show that one value of R can belong to two concentrations. For which values of R does this happen, and how are the two concentrations found? Answer the same questions for R₁ in plug flow.**

Solution. Hold Q and V fixed and differentiate R = cQ exp(−cV) with respect to c. The product rule gives

dR/dc = Q exp(−cV) − cQV exp(−cV) = Q(1 − μ) exp(−μ).

The derivative is positive for μ < 1, zero at μ = 1 and negative for μ > 1. The rate rises from zero at c = 0 to a single maximum at c = 1/V, where it is

R_max = Q/(eV),

and then falls towards zero as c → ∞. A rate between 0 and R_max is therefore met once on the way up and once on the way down. It belongs to two concentrations. The rate R_max belongs to one, and a higher rate belongs to none. A reading that exceeds R_max by more than the counting scatter shows that the model or its values of Q and V do not fit the instrument.

To find the concentrations, define the reduced rate

r = RV/Q = RT = μ exp(−μ).

Multiply by −1:

(−μ) exp(−μ) = −r.

The Lambert function W(x) is defined by W exp(W) = x. Comparison gives −μ = W(−r), so

c = −W(−RV/Q)/V.

For −1/e < x < 0 the function has two real branches. The branch W₀ lies above −1 and gives μ < 1, the lower concentration. The branch W₋₁ lies below −1 and gives μ > 1, the upper one.

The pair can also be described without a special function. Call the two occupancies μ_a and μ_b, with μ_b = gμ_a and g > 1. Equal rates require

μ_a exp(−μ_a) = gμ_a exp(−gμ_a).

Cancel μ_a and take logarithms:

−μ_a = ln g − gμ_a, so μ_a = ln g/(g − 1) and μ_b = g ln g/(g − 1).

Every ratio g > 1 thus fixes one pair. As g → 1 both members tend to 1, the position of the maximum. As g grows, the lower member tends to zero and the upper one grows like ln g.

For the clean rate in plug flow, R₁ = cQ exp(−2cV), the derivative is

dR₁/dc = Q(1 − 2μ) exp(−2μ).

The maximum lies at μ = 1/2, at half the concentration found for R, and its height is Q/(2eV). Below this height there are again two concentrations. With r₁ = R₁V/Q = μ exp(−2μ), multiplication by −2 gives

(−2μ) exp(−2μ) = −2r₁, so μ = −W(−2r₁)/2.

Discarding merged pulses therefore does not remove the ambiguity. It moves the turning point to a lower concentration.

## Second half: numbers, remedies and limits

The symbols are these. The concentration is c, the volume flow Q, the sensing volume V, the mean occupancy μ = cV, the mean transit time T = V/Q and the particle entry rate λ = cQ. The first half gave

P₀ = exp(−μ), P₁ = μ exp(−μ),

R = λ exp(−μ) = P₁/T for the rate of pulses,

R₁ = λ exp(−2μ) for the rate of clean pulses in plug flow.

The reduced rate is r = RT = μ exp(−μ). Each value of r between 0 and 1/e belongs to one occupancy below 1 and one above 1.

**(e) A counter for the large particles in diluted polishing slurry has a round capillary of 0.70 mm bore, a lit length of 40 μm and a flow of 60 mL/min. The true concentration is 20000 per mL. Find the reported rate and the other concentration that gives the same rate. Do the same for clean pulses.**

Solution. The sensing volume is a short cylinder:

V = (π/4)(0.70 mm)²(0.040 mm) = 0.01539 mm³ = 1.539 × 10⁻⁵ mL.

The flow is 1.000 mL/s, so T = V/Q = 15.39 μs. The occupancy is

μ = 20000 × 1.539 × 10⁻⁵ = 0.308,

and P₀ = exp(−0.308) = 0.735. Particles enter at 20000 per second, and the counter reports

R = 20000 × 0.735 = 14700 per second.

It misses 26.5% of the entering particles.

The reduced rate is r = 0.308 × 0.735 = 0.226. The other solution of μ exp(−μ) = 0.226 is μ = 2.333, since exp(−2.333) = 0.0970 and 2.333 × 0.0970 = 0.226. The second concentration is

c = 2.333/(1.539 × 10⁻⁵ mL) ≈ 151600 per mL.

This is 7.58 times the first. Here the counter misses 90.3% of the entering particles, and a pulse contains 10.3 particles on average, against 1.36 at the lower concentration.

In a simulation, particles were placed at random in a tube and carried through the light in plug flow, and the merged pulses were counted. The reduced rates were 0.2261 at the lower concentration and 0.2255 at the upper one, against 0.2263 from the formula. The two liquids do give the same rate, within the scatter of the simulation.

The maximum of R lies at 1/V ≈ 65000 per mL and is about 23900 per second. For a loss of 10% of the entering particles, 1 − exp(−μ) = 0.1, so μ = −ln 0.9 and c ≈ 6840 per mL. The example lies well above this limit, where a count without correction is already poor.

For clean pulses in plug flow the rate at 20000 per mL is

R₁ = 14700 × 0.735 ≈ 10800 per second.

The second concentration with this clean rate is about 49300 per mL. The two readings have different partners, because their maxima lie at different concentrations.

The pulse rate rises and then falls with concentration, so in the example 20000 and about 151600 particles per mL give the same reading. It remains to find how errors and scatter affect the result, how dilution can settle the choice, and what changes with parabolic flow, a held signal and a Gaussian light sheet.
